# LS to jj transformation for two electrons: test program

```python
# Result under test: the LS-to-jj transformation of two electrons is
#   A = N sqrt((2L+1)(2S+1)(2ja+1)(2jb+1)) {la 1/2 ja; lb 1/2 jb; L S J},
# N = sqrt(2) for equivalent electrons with ja != jb, and N = 1 otherwise.
# la, lb: orbital momenta; ja, jb: electron total momenta; L, S, J: totals.
# Inside the functions every angular momentum and projection is DOUBLED,
# so that all of them are integers (spin 1/2 is stored as 1).
# A two-electron state is a matrix T[i, k]: electron 1 in spin orbital i,
# electron 2 in spin orbital k. Exchange of the electrons is transposition.
from functools import lru_cache
from itertools import product
from math import factorial, sqrt
import numpy as np
import sympy as sp
from sympy.physics.wigner import wigner_6j
from scipy.constants import physical_constants


@lru_cache(maxsize=None)
def cg(a, al, b, be, c, ga):
    """Clebsch-Gordan coefficient <a al b be | c ga>."""
    if al + be != ga or c < abs(a - b) or c > a + b or (a + b + c) % 2:
        return 0.0
    if abs(al) > a or abs(be) > b or abs(ga) > c:
        return 0.0

    def f(x):
        return factorial(x // 2)
    pref = (c + 1) * f(a + b - c) * f(a - b + c) * f(b + c - a)
    pref *= f(a + al) * f(a - al) * f(b + be) * f(b - be)
    pref *= f(c + ga) * f(c - ga)
    total = 0.0
    for k in range((a + b - c) // 2 + 1):
        args = [k, (a + b - c) // 2 - k, (a - al) // 2 - k,
                (b + be) // 2 - k, (c - b + al) // 2 + k,
                (c - a - be) // 2 + k]
        if min(args) >= 0:
            den = 1
            for x in args:
                den *= factorial(x)
            total += (-1) ** k / den
    return sqrt(pref / f(a + b + c + 2)) * total


def three_j(a, al, b, be, c, ga):
    phase = (-1) ** (abs(a - b - ga) // 2)
    return phase * cg(a, al, b, be, c, -ga) / sqrt(c + 1)


@lru_cache(maxsize=None)
def nine_j(a, b, c, d, e, f, g, h, i):
    """Exact 9j symbol with rows abc, def, ghi, from a sum over 6j symbols."""
    def six(*args):
        return wigner_6j(*[sp.Rational(x, 2) for x in args])
    low = max(abs(a - i), abs(d - h), abs(b - f))
    high = min(a + i, d + h, b + f)
    total = sp.Integer(0)
    for x in range(low, high + 1, 2):
        total += ((-1) ** x * (x + 1) * six(a, d, g, h, i, x)
                  * six(b, e, h, d, x, f) * six(c, f, i, x, a, b))
    return total


def nine_j_by_projections(a, b, c, d, e, f, g, h, i):
    """9j symbol from its definition as six contracted 3j symbols."""
    def table(x, y, z):
        return np.array([[[three_j(x, p, y, q, z, r)
                           for r in range(-z, z + 1, 2)]
                          for q in range(-y, y + 1, 2)]
                         for p in range(-x, x + 1, 2)])
    return float(np.einsum('abc,def,ghi,adg,beh,cfi->',
                           table(a, b, c), table(d, e, f), table(g, h, i),
                           table(a, d, g), table(b, e, h), table(c, f, i),
                           optimize=True))


def plain(la, lb, L, S, ja, jb, J):
    """Normalised 9j symbol, without any factor for equivalence."""
    return (sqrt((L + 1) * (S + 1) * (ja + 1) * (jb + 1))
            * float(nine_j(la, 1, ja, lb, 1, jb, L, S, J)))


def orbitals(shell):
    l, offset = shell
    pairs = product(range(-l, l + 1, 2), (-1, 1))
    return [(offset + n, m, s) for n, (m, s) in enumerate(pairs)]


def ls_product(A, B, L, S, J, M, dim):
    T = np.zeros((dim, dim))
    for i, m, s in orbitals(A):
        for k, n, t in orbitals(B):
            T[i, k] = (cg(A[0], m, B[0], n, L, m + n) * cg(1, s, 1, t, S, s + t)
                       * cg(L, m + n, S, s + t, J, M))
    return T


def jj_product(A, B, ja, jb, J, M, dim):
    T = np.zeros((dim, dim))
    for i, m, s in orbitals(A):
        for k, n, t in orbitals(B):
            T[i, k] = (cg(A[0], m, 1, s, ja, m + s) * cg(B[0], n, 1, t, jb, n + t)
                       * cg(ja, m + s, jb, n + t, J, M))
    return T


def antisymmetrise(T):
    """Normalised antisymmetric state, or None when it vanishes."""
    D = T - T.T
    norm = np.linalg.norm(D)
    return D / norm if norm > 1e-10 else None


def triangle(a, b, c):
    return abs(a - b) <= c <= a + b and (a + b + c) % 2 == 0


def ls_labels(la, lb, J):
    return [(L, S) for S in (2, 0) for L in range(abs(la - lb), la + lb + 1, 2)
            if triangle(L, S, J)]


def j_values(l):
    return [l + 1, l - 1] if l > 0 else [1]


# Equivalent electrons: explicit antisymmetric states against the formula.
worst_equivalent = 0.0
count_equivalent = 0
for l in (2, 4, 6):
    shell, dim = (l, 0), 2 * (l + 1)
    for J in range(0, 2 * l + 3, 2):
        for M in sorted({0, J}):
            ls, jj = [], []
            for L, S in ls_labels(l, l, J):
                state = antisymmetrise(ls_product(shell, shell, L, S, J, M, dim))
                assert (state is not None) == ((L + S) // 2 % 2 == 0)
                if state is not None:
                    ls.append((L, S, state))
            for ja, jb in product(j_values(l), repeat=2):
                if ja < jb or not triangle(ja, jb, J):
                    continue
                state = antisymmetrise(jj_product(shell, shell, ja, jb, J, M, dim))
                assert (state is not None) == (ja != jb or J // 2 % 2 == 0)
                if state is None:
                    for L, S, _ in ls:
                        assert abs(plain(l, l, L, S, ja, jb, J)) < 1e-12
                    continue
                swapped = antisymmetrise(
                    jj_product(shell, shell, jb, ja, J, M, dim))
                sign = -(-1) ** ((ja + jb - J) // 2)
                assert np.allclose(swapped, sign * state, atol=1e-11)
                jj.append((ja, jb, state))
            assert len(ls) == len(jj)
            if not ls:
                continue
            direct = np.array([[np.sum(x[2] * y[2]) for y in jj] for x in ls])
            formula = np.array([[plain(l, l, x[0], x[1], y[0], y[1], J)
                                 * (sqrt(2) if y[0] != y[1] else 1.0)
                                 for y in jj] for x in ls])
            worst_equivalent = max(worst_equivalent,
                                   np.max(abs(direct - formula)))
            count_equivalent += direct.size
            assert np.allclose(formula @ formula.T, np.eye(len(ls)), atol=1e-11)
assert worst_equivalent < 1e-11

# Inequivalent electrons, including two different shells with the same l.
worst_inequivalent = 0.0
count_inequivalent = 0
for la, lb in ((2, 2), (0, 2), (2, 4)):
    A, B = (la, 0), (lb, 2 * (la + 1))
    dim = 2 * (la + 1) + 2 * (lb + 1)
    for J in range(0, la + lb + 3, 2):
        ls = ls_labels(la, lb, J)
        jj = [(ja, jb) for ja in j_values(la) for jb in j_values(lb)
              if triangle(ja, jb, J)]
        assert len(ls) == len(jj)
        if not ls:
            continue
        x = [antisymmetrise(ls_product(A, B, L, S, J, J, dim)) for L, S in ls]
        y = [antisymmetrise(jj_product(A, B, ja, jb, J, J, dim)) for ja, jb in jj]
        direct = np.array([[np.sum(p * q) for q in y] for p in x])
        formula = np.array([[plain(la, lb, L, S, ja, jb, J) for ja, jb in jj]
                            for L, S in ls])
        worst_inequivalent = max(worst_inequivalent, np.max(abs(direct - formula)))
        count_inequivalent += direct.size
        assert np.allclose(formula @ formula.T, np.eye(len(ls)), atol=1e-11)
        # 9j definition and its sign under exchange of the first two rows
        for (L, S), (ja, jb) in product(ls, jj):
            value = float(nine_j(la, 1, ja, lb, 1, jb, L, S, J))
            by_sum = nine_j_by_projections(la, 1, ja, lb, 1, jb, L, S, J)
            assert abs(value - by_sum) < 1e-11
            exchanged = nine_j_by_projections(lb, 1, jb, la, 1, ja, L, S, J)
            parity = (-1) ** ((la + lb + 2 + ja + jb + L + S + J) // 2)
            assert abs(exchanged - parity * value) < 1e-11
assert worst_inequivalent < 1e-11

print("max |explicit - formula|, equivalent l=1,2,3: %.1e (%d elements)"
      % (worst_equivalent, count_equivalent))
print("max |explicit - formula|, inequivalent pp',sp,pd: %.1e (%d elements)"
      % (worst_inequivalent, count_inequivalent))

# Worked example: p^2 with Coulomb integral F2 and spin-orbit constant zeta.
F2, zeta = 0.20, 0.04
hartree_in_ev = physical_constants['Hartree energy in eV'][0]
print("inputs: F2 = %.2f hartree, zeta = %.2f hartree" % (F2, zeta))

# Complete Hamiltonian in the product space, then in the 15 determinants.
p = 2
ms = (-2, 0, 2)
lz = np.diag([-1.0, 0.0, 1.0])
lplus = np.diag([sqrt(2), sqrt(2)], -1)
sz = np.diag([-0.5, 0.5])
splus = np.diag([1.0], -1)
l_dot_s = (np.kron(lz, sz)
           + 0.5 * (np.kron(lplus, splus.T) + np.kron(lplus.T, splus)))
coulomb = np.zeros((36, 36))


def c2_matrix(q):
    """Matrix of the rank-2 normalised spherical harmonic in the p shell."""
    orbital = np.array([[(-1) ** (abs(m) // 2) * 3 * three_j(p, -m, 4, q, p, n)
                         * three_j(p, 0, 4, 0, p, 0) for n in ms] for m in ms])
    return np.kron(orbital, np.eye(2))


for q in range(-4, 5, 2):
    coulomb += F2 * (-1) ** (abs(q) // 2) * np.kron(c2_matrix(q), c2_matrix(-q))
spin_orbit = zeta * (np.kron(l_dot_s, np.eye(6)) + np.kron(np.eye(6), l_dot_s))
determinants = []
for i in range(6):
    for k in range(i + 1, 6):
        T = np.zeros((6, 6))
        T[i, k], T[k, i] = 1 / sqrt(2), -1 / sqrt(2)
        determinants.append(T.ravel())
Q = np.array(determinants).T
full_levels = np.linalg.eigvalsh(Q.T @ (coulomb + spin_orbit) @ Q)

term_energy = {(2, 2): -F2 / 5, (4, 0): F2 / 25, (0, 0): 2 * F2 / 5}
subshell_energy = {j: zeta / 2 * (j * (j + 2) / 4 - 2 - 0.75) for j in (1, 3)}
for j in (3, 1):
    print("subshell p%d/2 spin-orbit energy: %.4f hartree"
          % (j, subshell_energy[j]))


def term_name(L, S, J):
    return "%d%s%d" % (S + 1, "SPD"[L // 2], J // 2)


def pair_name(ja, jb):
    return "(%d/2,%d/2)" % (ja, jb)


print("elements: term pair | 9j | product of (2x+1) | T | A | A^2")
predicted, reports = [], []
blocks = {0: ([(2, 2), (0, 0)], [(3, 3), (1, 1)]),
          2: ([(2, 2)], [(3, 1)]),
          4: ([(2, 2), (4, 0)], [(3, 3), (3, 1)])}
for J, (terms, pairs) in blocks.items():
    bare = np.array([[plain(p, p, L, S, ja, jb, J) for ja, jb in pairs]
                     for L, S in terms])
    factor = np.array([sqrt(2) if ja != jb else 1.0 for ja, jb in pairs])
    A = bare * factor
    for a, (L, S) in enumerate(terms):
        state = antisymmetrise(ls_product((p, 0), (p, 0), L, S, J, J, 6)).ravel()
        assert abs(state @ coulomb @ state - term_energy[L, S]) < 1e-12
        for b, (ja, jb) in enumerate(pairs):
            symbol = sp.simplify(nine_j(p, 1, ja, p, 1, jb, L, S, J))
            weight = (L + 1) * (S + 1) * (ja + 1) * (jb + 1)
            print("%s %s | %s | %d | %.6f | %.6f | %.6f"
                  % (term_name(L, S, J), pair_name(ja, jb), symbol, weight,
                     bare[a, b], A[a, b], A[a, b] ** 2))
        reports.append("row norm squared %s: without sqrt2 %.6f, with %.6f"
                       % (term_name(L, S, J), np.sum(bare[a] ** 2),
                          np.sum(A[a] ** 2)))
    so_jj = np.diag([subshell_energy[ja] + subshell_energy[jb]
                     for ja, jb in pairs])
    so_ls = A @ so_jj @ A.T
    H = np.diag([term_energy[t] for t in terms]) + so_ls
    reports.append("J=%d spin-orbit matrix in LS order %s, hartree: %s"
                   % (J // 2, ",".join(term_name(L, S, J) for L, S in terms),
                      " ; ".join(" ".join("%.6f" % x for x in row)
                                 for row in so_ls)))
    values, vectors = np.linalg.eigh(H)
    for e, v in zip(values, vectors.T):
        predicted += [e] * (J + 1)
        ls_text = " ".join("%s %.4f" % (term_name(L, S, J), x * x)
                           for (L, S), x in zip(terms, v))
        jj_text = " ".join("%s %.4f" % (pair_name(ja, jb), x * x)
                           for (ja, jb), x in zip(pairs, A.T @ v))
        reports.append("level J=%d: %.6f hartree | %s | %s"
                       % (J // 2, e, ls_text, jj_text))
for line in reports:
    print(line)
for (L, S), energy in term_energy.items():
    print("Coulomb energy of %d%s: %.4f hartree" % (S + 1, "SPD"[L // 2], energy))
difference = np.max(abs(np.sort(predicted) - full_levels))
assert difference < 1e-12
print("max |J-block level - 15-determinant level|: %.1e hartree" % difference)
span = full_levels[-1] - full_levels[0]
print("highest minus lowest level: %.6f hartree = %.4f eV"
      % (span, span * hartree_in_ev))
print("tests ok")
```

It prints:

```
max |explicit - formula|, equivalent l=1,2,3: 3.3e-16 (102 elements)
max |explicit - formula|, inequivalent pp',sp,pd: 2.2e-16 (72 elements)
inputs: F2 = 0.20 hartree, zeta = 0.04 hartree
subshell p3/2 spin-orbit energy: 0.0200 hartree
subshell p1/2 spin-orbit energy: -0.0400 hartree
elements: term pair | 9j | product of (2x+1) | T | A | A^2
3P0 (3/2,3/2) | -sqrt(3)/36 | 144 | -0.577350 | -0.577350 | 0.333333
3P0 (1/2,1/2) | sqrt(6)/18 | 36 | 0.816497 | 0.816497 | 0.666667
1S0 (3/2,3/2) | sqrt(6)/12 | 16 | 0.816497 | 0.816497 | 0.666667
1S0 (1/2,1/2) | sqrt(3)/6 | 4 | 0.577350 | 0.577350 | 0.333333
3P1 (3/2,1/2) | 1/12 | 72 | 0.707107 | 1.000000 | 1.000000
3P2 (3/2,3/2) | sqrt(6)/36 | 144 | 0.816497 | 0.816497 | 0.666667
3P2 (3/2,1/2) | -sqrt(3)/36 | 72 | -0.408248 | -0.577350 | 0.333333
1D2 (3/2,3/2) | sqrt(15)/60 | 80 | 0.577350 | 0.577350 | 0.333333
1D2 (3/2,1/2) | sqrt(30)/60 | 40 | 0.577350 | 0.816497 | 0.666667
row norm squared 3P0: without sqrt2 1.000000, with 1.000000
row norm squared 1S0: without sqrt2 1.000000, with 1.000000
J=0 spin-orbit matrix in LS order 3P0,1S0, hartree: -0.040000 -0.056569 ; -0.056569 0.000000
level J=0: -0.097980 hartree | 3P0 0.9082 1S0 0.0918 | (3/2,3/2) 0.0918 (1/2,1/2) 0.9082
level J=0: 0.097980 hartree | 3P0 0.0918 1S0 0.9082 | (3/2,3/2) 0.9082 (1/2,1/2) 0.0918
row norm squared 3P1: without sqrt2 0.500000, with 1.000000
J=1 spin-orbit matrix in LS order 3P1, hartree: -0.020000
level J=1: -0.060000 hartree | 3P1 1.0000 | (3/2,1/2) 1.0000
row norm squared 3P2: without sqrt2 0.833333, with 1.000000
row norm squared 1D2: without sqrt2 0.666667, with 1.000000
J=2 spin-orbit matrix in LS order 3P2,1D2, hartree: 0.020000 0.028284 ; 0.028284 -0.000000
level J=2: -0.037559 hartree | 3P2 0.7218 1D2 0.2782 | (3/2,3/2) 0.1515 (3/2,1/2) 0.8485
level J=2: 0.025559 hartree | 3P2 0.2782 1D2 0.7218 | (3/2,3/2) 0.8485 (3/2,1/2) 0.1515
Coulomb energy of 3P: -0.0400 hartree
Coulomb energy of 1D: 0.0080 hartree
Coulomb energy of 1S: 0.0800 hartree
max |J-block level - 15-determinant level|: 2.8e-17 hartree
highest minus lowest level: 0.195959 hartree = 5.3323 eV
tests ok
```
